# Spinning-sideband moments and recovery of chemical-shift tensor principal values, part 3

A uniform powder of isolated spin-1/2 nuclei, all of one site, spins at rate $\nu_r$ about an axis at the magic angle to the field. Its spectrum has sidebands at $N\nu_r$, measured from the isotropic frequency, with normalized intensities $I_N$ and moments $M_n=\sum_N(N\nu_r)^nI_N$. Frequencies are in kHz.

The symmetric traceless shift tensor $\mathsf A$ has principal values $\lambda_i$, labelled so that $|A_{ZZ}|\ge|A_{XX}|\ge|A_{YY}|$, with
$$A_{ZZ}=\delta,\qquad A_{XX}=-\tfrac12\delta(1+\eta),\qquad A_{YY}=-\tfrac12\delta(1-\eta),\qquad 0\le\eta\le1 .$$

With $T_k=\operatorname{tr}\mathsf A^k$ and $\nu$ the instantaneous frequency of a crystallite, the powder averages are
$$\langle\nu\rangle=0,\qquad\langle\nu^2\rangle=\tfrac2{15}T_2,\qquad\langle\nu^3\rangle=\tfrac8{105}T_3,\qquad\langle\nu^4\rangle=\frac{48T_4+12T_2^2}{945}.\tag{7}$$
At every spinning rate $M_2=\langle\nu^2\rangle$ and $M_3=\langle\nu^3\rangle$. Each principal value satisfies
$$\lambda^3=p\lambda+q,\qquad p=\tfrac12T_2,\qquad q=\lambda_1\lambda_2\lambda_3,\tag{8}$$
with $T_3=3q$, and
$$M_1=0,\qquad M_2=\frac{\delta^2(3+\eta^2)}{15},\qquad M_3=\frac{2\delta^3(1-\eta^2)}{35}.\tag{9}$$

The fast-spinning limits of part (g) include
$$I_1-I_{-1}\to-\frac{M_3}{3\nu_r^3},\qquad I_2-I_{-2}\to\frac{M_3}{6\nu_r^3}.$$

The powder intensity $I_N$ is the orientation average of $|F_N|^2$, where
$$|F_N|\le\exp\!\Big[-|N|y+\frac{2|\nu_1|\sinh y+|\nu_2|\sinh2y}{\nu_r}\Big]\qquad\text{for every }y>0.\tag{4}$$
Here $\nu_1,\nu_2$ are the coefficients of $e^{i\varphi},e^{2i\varphi}$ in $\nu(\varphi)$, and $\varphi$ is the azimuth of the field in the rotor frame.

The numerical model has $\delta=-8.0$ kHz, $\eta=0.6$ and a Larmor frequency of 100 MHz, used only to convert to ppm. "The program" is the one that produces the numbers. In its output, `nur` is $\nu_r$, `theta` is the angle between rotor axis and field, `alpha` and `beta` fix the rotor axis in the principal frame, and `gamma` is the starting rotor phase.

The problem of part (i), solved next, is this: given $M_2$ and $M_3$ of the manifold, find the principal values, $\delta$ and $\eta$ in closed form, and state when the solution exists and when it is unique.

**Solution.** From (7), $T_2=\frac{15}2M_2$ and $T_3=\frac{105}8M_3$, so in (8) $p=\frac{15}4M_2$ and $q=\frac13T_3=\frac{35}8M_3$. The principal values are the roots of

$$\lambda^3-\tfrac{15}4M_2\,\lambda-\tfrac{35}8M_3=0.\tag{12}$$

Changing the signs of $\lambda$ and $M_3$ together leaves (12) unchanged, so it is enough to solve for $M_3\ge0$ and to reverse all signs when $M_3<0$. Put $\lambda=\rho\cos\chi$ and choose $\rho^2=4p/3=5M_2$, so that $p=\frac34\rho^2$. Then

$$\lambda^3-p\lambda=\tfrac14\rho^3\,(4\cos^3\chi-3\cos\chi)=\tfrac14\rho^3\cos3\chi ,$$

and (12) becomes $\cos3\chi=x$ with

$$x=\frac{4|q|}{\rho^3}=\frac{35|M_3|}{2\cdot5\sqrt5\,M_2^{3/2}}=\frac{7|M_3|}{2\sqrt5\,M_2^{3/2}} .\tag{13}$$

Inserting (9) expresses $x$ through $\eta$ alone:

$$x=\frac7{2\sqrt5}\cdot\frac2{35}\cdot15\sqrt{15}\;\frac{1-\eta^2}{(3+\eta^2)^{3/2}}=\frac{3\sqrt3\,(1-\eta^2)}{(3+\eta^2)^{3/2}} .$$

The numerator falls and the denominator rises with $\eta$, so $x$ decreases steadily from 1 at $\eta=0$ to 0 at $\eta=1$. Every tensor gives $0\le x\le1$, and every such $x$ belongs to exactly one $\eta$. Moments with $x>1$ cannot come from a single tensor in a uniform powder.

Take $\chi=\frac13\arccos x$, which lies in $[0,\pi/6]$. The angles $\chi$ and $\chi\pm2\pi/3$ all satisfy $\cos3\chi=x$ and give the three roots

$$\rho\cos\chi,\qquad \rho\cos(\chi\pm\tfrac{2\pi}3)=-\tfrac12\rho\cos\chi\,\big(1\pm\sqrt3\tan\chi\big),$$

by the addition formula with $\cos\frac{2\pi}3=-\frac12$ and $\sin\frac{2\pi}3=\frac{\sqrt3}2$. On $[0,\pi/6]$ one has $0\le\sqrt3\tan\chi\le1$, so the first root is the largest in magnitude and is $A_{ZZ}$. Comparing the other two with $-\frac12\delta(1\pm\eta)$ and restoring the sign,

$$\delta=\operatorname{sgn}(M_3)\sqrt{5M_2}\,\cos\chi,\qquad \eta=\sqrt3\tan\chi,\qquad \chi=\tfrac13\arccos x.\tag{14}$$

The solution is unique for $M_3\ne0$. At $\eta=1$ the principal values are $\delta$, $-\delta$ and 0, the third moment vanishes, and the sign of $\delta$ records only which of the two outer values is called $ZZ$. In (14) $\operatorname{sgn}(M_3)$ is then to be replaced by $+1$ or $-1$, and either choice gives the same three principal values. The roots of (12) remain unique there. The magnitude $|\delta|/\sqrt{5M_2}=\cos\chi$ always lies between $\sqrt3/2$ and 1, so $M_2$ alone nearly fixes the size of the anisotropy, and $M_3$ supplies the sign and the asymmetry. The program tests (12) and (14) on twelve random symmetric traceless tensors at random spinning rates, taking the moments from simulated sidebands and the reference values from diagonalization.

Three conditions apply to the data. First, the moments are taken about the isotropic frequency. If the origin of the frequency axis is elsewhere, $M_1$ locates the isotropic frequency because of (9), and the central moments are the ones to use. Second, all lines must belong to one site, since the moments of a mixture are weighted sums and two numbers cannot determine several tensors. Third, the moments are formed from integrated line intensities placed at $N\nu_r$. They cannot be formed by integrating over the recorded line shape when that shape is Lorentzian, because a tail falling as $\nu^{-2}$ makes $\int\nu^2\,(\cdot)\,d\nu$ diverge. The orientation of the tensor in the molecule is absent from $T_2$ and $T_3$ and cannot be recovered.

## (j) Worked recovery

**Problem.** The simulated powder intensities for the model tensor are listed below. Form the moments at 4 kHz by hand, and carry out the inversion.

| $N$ | $I_N$, 2 kHz | $I_{-N}$, 2 kHz | $I_N$, 4 kHz | $I_{-N}$, 4 kHz |
|---|---|---|---|---|
| 0 | 0.158702 | | 0.515881 | |
| 1 | 0.267336 | 0.122115 | 0.221815 | 0.156262 |
| 2 | 0.143124 | 0.131306 | 0.032158 | 0.058206 |
| 3 | 0.049928 | 0.076022 | 0.005213 | 0.008536 |
| 4 | 0.012611 | 0.026814 | 0.000485 | 0.001256 |
| 5 | 0.002341 | 0.007390 | 0.000050 | 0.000121 |
| 6 | 0.000404 | 0.001523 | 0.000004 | 0.000011 |

**Solution.** Even moments use the sums $S_N=I_N+I_{-N}$ and odd moments use the differences $\Delta_N=I_N-I_{-N}$. At 4 kHz the sums for $N=1$ to 6 are 0.378077, 0.090364, 0.013749, 0.001741, 0.000171 and 0.000015, which with the centreband add to 0.999998. The differences are $+0.065553$, $-0.026048$, $-0.003323$, $-0.000771$, $-0.000071$ and $-0.000007$.

For the first moment,

$$\sum N\Delta_N=0.065553-0.052096-0.009969-0.003084-0.000355-0.000042=0.000007,$$

which is zero to the rounding of the table. For the second,

$$\sum N^2S_N=0.378077+0.361456+0.123741+0.027856+0.004275+0.000540=0.895945,$$

and $M_2\approx16\times0.895945=14.335$ kHz², against the exact 14.336 kHz². For the third,

$$\sum N^3\Delta_N=0.065553-0.208384-0.089721-0.049344-0.008875-0.001512=-0.292283,$$

and $M_3\approx64\times(-0.292283)=-18.71$ kHz³, against the exact $-18.72$ kHz³. A rounding error of $10^{-6}$ in $\Delta_6$ changes $M_3$ by $64\times216\times10^{-6}\approx0.014$ kHz³, so rounding and the omitted lines with $|N|\ge7$ are sources of the size needed to explain the gap. The signs $\Delta_1>0$ and $\Delta_2<0$ are those of the fast-spinning limits of part (g) for negative $M_3$, although 4 kHz is smaller than $|\delta|$ and the limits do not apply quantitatively.

The manifolds at 2 and 4 kHz look different. The centreband holds 0.159 of the intensity in one and 0.516 in the other. At 2 kHz the strongest line is $N=+1$ and not the centreband, and $I_{-1}$ is smaller than both of its neighbours. Both manifolds have the same $M_2$ and $M_3$.

For the inversion, the full manifold at 2 kHz gives $M_2=14.33600$ kHz² and $M_3=-18.72457$ kHz³. The coefficients of the cubic are $p=\frac{15}4(14.336)=53.76$ kHz² and $q=\frac{35}8(-18.72457)=-81.92$ kHz³. Next, $\rho^2=5(14.336)=71.68$ kHz², $\rho=8.46640$ kHz and $\rho^3=71.68\times8.46640=606.87$ kHz³. Then

$$x=\frac{4(81.92)}{606.87}=0.53995,\qquad \chi=\tfrac13\arccos x=19.1066^\circ .$$

Since $M_3<0$, $\delta=-8.46640\cos19.1066^\circ=-8.000$ kHz and $\eta=\sqrt3\tan19.1066^\circ=0.600$. At the chosen Larmor frequency, $\delta=-8000\ \text{Hz}/100\ \text{MHz}=-80.0$ ppm. The roots of $\lambda^3-53.76\lambda+81.92=0$ are $-8.00$, $1.60$ and $6.40$ kHz, or $-80$, $16$ and $64$ ppm relative to the isotropic shift. Substituting the first gives $-512+430.08+81.92=0$.

## (k) Sensitivity to errors and to missing sidebands

**Problem.** Find how errors in the moments pass into $\delta$ and $\eta$, in particular near axial symmetry. Determine the direction in which $M_2$ changes when the outer sidebands are dropped, and assess the effect for the 2 kHz manifold.

**Solution.** Taking the logarithmic differential of (13), $dx/x=d|M_3|/|M_3|-\frac32\,dM_2/M_2$. From $x=\cos3\chi$, $dx=-3\sin3\chi\,d\chi$. From $\eta=\sqrt3\tan\chi$, $d\eta=\sqrt3\,(1+\tan^2\chi)\,d\chi=(3+\eta^2)\,d\chi/\sqrt3$. Dividing,

$$\frac{d\eta}{dx}=-\frac{3+\eta^2}{3\sqrt3\,\sin3\chi}.\tag{15}$$

The slope diverges as $\eta\to0$. For small $\chi$, $x\approx1-\frac92\chi^2$ and $\eta\approx\sqrt3\chi$, so $x\approx1-\frac32\eta^2$ and

$$\eta\approx\sqrt{\tfrac23(1-x)} .$$

Both moments depend on $\eta$ only through $\eta^2$. For an axially symmetric tensor, an error that lowers $x$ from 1 by a small amount $|\Delta x|$ therefore produces an apparent asymmetry of about $\sqrt{2|\Delta x|/3}$. The program tests (15) against a finite difference at $\eta=0.6$ and $0.1$, and tests the square-root form at a small $\eta$.

The magnitude of the anisotropy is well conditioned everywhere. Its sign is not well conditioned near $\eta=1$, where $M_3$ is small and a small error in it reverses $\operatorname{sgn}(M_3)$ in (14), which exchanges the labels of the two outer principal values. At fixed $M_2$, $d|\delta|=-\rho\sin\chi\,d\chi=\rho\sin\chi\,dx/(3\sin3\chi)$, and $\sin3\chi=\sin\chi\,(3-4\sin^2\chi)$ gives

$$\frac{d|\delta|}{dx}=\frac{\rho}{3(3-4\sin^2\chi)},$$

which lies between $\rho/9$ and $\rho/6$ on $[0,\pi/6]$.

Suppose $|M_3|$ is 1% low relative to its true value and $M_2$ is exact. For $\eta=0.6$, $\Delta x=-0.0054$ and the slope is $-0.7682$, so $\Delta\eta\approx+0.0041$, and the full inversion gives $\eta=0.6041$ and $\delta=-7.9941$ kHz. For $\eta=0.1$ with the same $\delta$, $x=0.98507$, $\Delta x=-0.00985$ and the slope is $-3.3649$. The linear estimate is $\Delta\eta\approx+0.033$. The full inversion gives $\eta=0.1290$, a shift of 0.029, which is smaller because the magnitude of the slope falls between $\eta=0.1$ and $\eta=0.129$. A 1% error in $M_3$ has become a 29% error in $\eta$ relative to 0.1, while $\delta=-7.9912$ kHz is off by 0.11% relative to 8 kHz, in accord with $\Delta x/9$. An error of 2% in the other direction gives $x=1.02\times0.98507>1$, for which (14) has no real solution and the data are at best consistent with $\eta$ near zero.

Now let the lines with $|N|>N_{\max}$ be lost. Let them carry total intensity $\varepsilon$ and contribute $S$ to the second moment, and suppose the nearest lost position $\nu_c=(N_{\max}+1)\nu_r$ has $\nu_c^2>M_2$. Then $S\ge\varepsilon\nu_c^2>\varepsilon M_2$. After the kept intensities are renormalized to unit sum, their second moment about the isotropic frequency is

$$\frac{M_2-S}{1-\varepsilon}<\frac{M_2-\varepsilon M_2}{1-\varepsilon}=M_2 .$$

The central second moment is smaller again, by the square of the shifted mean. Truncation under this condition always lowers $M_2$. This argument does not carry over to $M_3$, because lost lines on the two sides contribute with opposite signs. The results at 2 kHz, with renormalized intensities and central moments, are:

| $N_{\max}$ | lost intensity | $M_2$ (kHz²) | $M_3$ (kHz³) | $\delta$ (kHz) | $\eta$ |
|---|---|---|---|---|---|
| 4 | $1.20\times10^{-2}$ | 13.1600 | −13.8228 | −7.5721 | 0.6655 |
| 6 | $3.85\times10^{-4}$ | 14.2621 | −18.1344 | −7.9651 | 0.6099 |
| 8 | $7.13\times10^{-6}$ | 14.3337 | −18.6977 | −7.9987 | 0.6005 |

The program tests that the truncated $M_2$ stays below the full value and rises with $N_{\max}$. Relative to the exact moments, a loss of 1.2% of the intensity lowers $M_2$ by 8% and $|M_3|$ by 26%. The ratio $x$ falls from 0.5399 to 0.4532, $|\delta|$ comes out 5% low and $\eta$ comes out 0.07 high. With $N_{\max}=6$ a loss of less than 0.04% still lowers $|M_3|$ by 3%, gives $x=0.5270$ and moves $\eta$ by 0.01. With $N_{\max}=8$, $x=0.5393$ and $\eta$ is off by 0.0005.

The table of part (j) shows where the loss arises for $N_{\max}=4$. The lines at $\pm10$ and $\pm12$ kHz contribute $100(0.009731)+144(0.001927)=1.25$ kHz² to $M_2$ and $-1000(0.005049)-1728(0.001119)=-6.98$ kHz³ to $M_3$. The central third moment loses less than this, $18.72-13.82=4.90$ kHz³, because removing these lines shifts the mean by about $\mu=10(0.005049)+12(0.001119)=0.064$ kHz. The central moment is $m_3-3\mu m_2+2\mu^3$ in terms of the moments $m_n$ about the original origin, and $-3\mu m_2\approx-3(0.064)(13.2)\approx-2.5$ kHz³ restores part of the negative value. This leaves $6.98-2.5\approx4.5$ kHz³. The lines with $|N|\ge7$ add to the loss about $18.72-18.13=0.59$ kHz³, the shortfall in the row $N_{\max}=6$, and the renormalization returns about $0.012\times13.8\approx0.17$ kHz³, which brings the total to 4.9 kHz³. All the lost lines lie outside the static pattern, which spans $-8.0$ to $6.4$ kHz. Keeping only the sidebands that fall within the static width is therefore not sufficient at this spinning rate, and the bound (4) gives a safe, though not tight, criterion for how far out the sum must run.

## Table of computed values

```
input: delta = -8.0 kHz, eta = 0.6, Larmor = 100 MHz
magic angle = 54.7356 deg
principal values xx, yy, zz = 6.40, 1.60, -8.00 kHz
tr A^2 = 107.520 kHz^2, tr A^3 = -245.760 kHz^3
static M2 = 14.33600 kHz^2, M3 = -18.72457 kHz^3, M4 = 440.402 kHz^4
crystallite alpha = 30 deg, beta = 50 deg, gamma = 28.125 deg
 nur 2 kHz fixed gamma: M2 = 40.469-11.036j kHz^2, M3 = -285.884+210.614j kHz^3
 nur 2 kHz gamma-averaged: M2 = 21.8874 kHz^2, M3 = -34.8880 kHz^3
 nur 4 kHz fixed gamma: M2 = 40.469-22.072j kHz^2, M3 = -371.203+421.227j kHz^3
 nur 4 kHz gamma-averaged: M2 = 21.8874 kHz^2, M3 = -34.8880 kHz^3
<|nu_1|^2> = 4.77867 kHz^2, <|nu_2|^2> = 2.38933 kHz^2
I_-6: 0.001523 at 2 kHz, 0.000011 at 4 kHz
I_-5: 0.007390 at 2 kHz, 0.000121 at 4 kHz
I_-4: 0.026814 at 2 kHz, 0.001256 at 4 kHz
I_-3: 0.076022 at 2 kHz, 0.008536 at 4 kHz
I_-2: 0.131306 at 2 kHz, 0.058206 at 4 kHz
I_-1: 0.122115 at 2 kHz, 0.156262 at 4 kHz
I_+0: 0.158702 at 2 kHz, 0.515881 at 4 kHz
I_+1: 0.267336 at 2 kHz, 0.221815 at 4 kHz
I_+2: 0.143124 at 2 kHz, 0.032158 at 4 kHz
I_+3: 0.049928 at 2 kHz, 0.005213 at 4 kHz
I_+4: 0.012611 at 2 kHz, 0.000485 at 4 kHz
I_+5: 0.002341 at 2 kHz, 0.000050 at 4 kHz
I_+6: 0.000404 at 2 kHz, 0.000004 at 4 kHz
nur 1 kHz: M2 14.33600 kHz^2, M3 -18.72457 kHz^3, M4 469.074 kHz^4
nur 2 kHz: M2 14.33600 kHz^2, M3 -18.72457 kHz^3, M4 555.090 kHz^4
nur 4 kHz: M2 14.33600 kHz^2, M3 -18.72457 kHz^3, M4 899.154 kHz^4
nur 16 kHz: M2 14.33600 kHz^2, M3 -18.72457 kHz^3, M4 7780.434 kHz^4
nur 64 kHz: M2 14.33600 kHz^2, M3 -18.72457 kHz^3, M4 117880.914 kHz^4
nur 200 kHz: I1+I-1 = 2.3889e-04, limit 2.3893e-04
nur 200 kHz: I2+I-2 = 2.9871e-05, limit 2.9867e-05
theta 40 deg, nur 3 kHz: M2 14.33600 kHz^2, M3 -18.72457 kHz^3, M4 600.331 kHz^4
 same, sum (N nur)^2 I_N = 12.26331 kHz^2
recovery at 2 kHz: x = 0.539949, angle = 19.1066 deg, sqrt(5 M2) = 8.46640 kHz
cubic coefficients: 15 M2/4 = 53.7600 kHz^2, 35 M3/8 = -81.9200 kHz^3
recovered delta = -8.00000 kHz = -80.000 ppm, eta = 0.60000
roots = -8.0000, 1.6000, 6.4000 kHz
roots = -80.00, 16.00, 64.00 ppm
|N|<=4: lost 1.20e-02, M2 13.1600 kHz^2, M3 -13.8228 kHz^3
   x 0.4532, delta -7.5721 kHz, eta 0.6655
|N|<=6: lost 3.85e-04, M2 14.2621 kHz^2, M3 -18.1344 kHz^3
   x 0.5270, delta -7.9651 kHz, eta 0.6099
|N|<=8: lost 7.13e-06, M2 14.3337 kHz^2, M3 -18.6977 kHz^3
   x 0.5393, delta -7.9987 kHz, eta 0.6005
eta 0.6: x 0.53995, deta/dx -0.7682; M3 1% low: delta -7.9941 kHz, eta 0.6041
eta 0.1: x 0.98507, deta/dx -3.3649; M3 1% low: delta -7.9912 kHz, eta 0.1290
```
